Defect Luminescence with Many Phonon Modes from a Time-Domain Generating Function, part 1

(Sections cited here and not found follow in the second part.)

## I. From the transition rate to one oscillator

A point defect in a crystal has been raised to an excited electronic state e. Its surroundings relax, and the defect then emits a photon and falls to the ground state g. The atoms near it have different equilibrium positions in e and in g, so the emission can leave vibrations behind in the lattice. The photon spectrum can then contain a sharp line, in which the vibrational state is unchanged, and a broad sideband. Their relative weights depend on the change of positions and on the temperature. The problem is to calculate this spectrum from the phonon modes and the change of equilibrium positions, when there are far too many modes to list the final vibrational states.

The following assumptions hold throughout, unless a part says otherwise.

1. Electronic and vibrational motion separate in the Born–Oppenheimer sense, and neither electronic state is degenerate.
2. Both potential energy surfaces are harmonic. They have the same force constants and differ in their minimum energy and in the position of the minimum.
3. The transition dipole d does not depend on the atomic positions (the Condon approximation).
4. The lattice reaches thermal equilibrium in state e before the photon is emitted.
5. The refractive index n_r is constant across the spectrum, and local-field corrections are left out.

Vibrational levels of e are labelled m and those of g are labelled n. Their energies ε_m and ε_n are each measured from the lowest vibrational level of the same electronic state. The photon energy of the transition between the two lowest levels is E_ZPL, the zero-phonon energy. The zero-point energies are thereby included in E_ZPL.

### (a) The photon rate

Find the number of photons emitted per unit time and per unit photon energy E, and separate the factor that contains the vibrations.

**Solution.** Energy conservation for a transition from m to n reads

E = E_ZPL + ε_m − ε_n.

Define the energy left in the lattice as

x = E_ZPL − E = ε_n − ε_m.

A positive x means that the lattice gains energy. A negative x, possible in a warm crystal, means that it gives some up.

The golden rule gives the rate as 2π/ħ times the squared matrix element of −d·F, summed over photon modes, where F is the electric field. The field strength of one photon follows from the energy of an empty mode. In a volume V the ground-state energy of a mode of angular frequency ω is ħω/2, and half of it is electric:

½ ε₀ n_r² V ⟨0|F²|0⟩ = ħω/4, so ⟨0|F²|0⟩ = ħω/(2ε₀ n_r² V).

The field operator connects the empty mode to the one-photon state alone, so this is also |⟨1|F|0⟩|². Averaging over directions replaces the squared dipole component by |d|²/3.

The number of photon modes comes from counting wave vectors k in the box, with two polarisations:

2 · 4πk² dk · V/(2π)³ = V k² dk/π².

With k = n_r E/(ħc), the number of modes per unit energy is V n_r³E²/(π²ħ³c³).

Since d is constant, the vibrational part of the matrix element is the overlap ⟨n_g|m_e⟩. Let p_m be the thermal probability of level m in state e. Collecting the factors gives

R(E) = (2π/ħ) · E/(2ε₀n_r²V) · |d|²/3 · V n_r³E²/(π²ħ³c³) · A(x)

= n_r |d|² E³ A(E_ZPL − E)/(3πε₀ħ⁴c³),

with the vibrational line shape

A(x) = Σ_m Σ_n p_m |⟨n_g|m_e⟩|² δ(x − ε_n + ε_m).

One power of E comes from the field of a photon and two come from the number of modes. The volume cancels. The levels n_g form a complete set and the p_m add up to one, so ∫A(x)dx = 1.

The quantity plotted must be named. Photons per unit energy follow E³A. Since λ = hc/E, we have |dE/dλ| = hc/λ² = E²/(hc), so photons per unit wavelength follow E⁵A. Emitted power carries one more factor E in either case.

### (b) Removing the final states

The double sum in A(x) names every final state. Rewrite it so that the final states no longer appear.

**Solution.** The final states cannot be summed directly because the delta function ties each of them to its own energy. A time integral loosens this tie:

δ(y) = (1/2πħ) ∫ dt e^{iyt/ħ},

the integral running from −∞ to ∞. With y = x − ε_n + ε_m,

A(x) = (1/2πħ) ∫ dt e^{ixt/ħ} G(t),

G(t) = Σ_m Σ_n p_m e^{iε_m t/ħ} ⟨m_e|n_g⟩ e^{−iε_n t/ħ} ⟨n_g|m_e⟩.

Let H_e and H_g be the vibrational Hamiltonians of the two electronic states, each measured from its own lowest level. The sum over n is the spectral form of an operator:

Σ_n |n_g⟩ e^{−iε_n t/ħ} ⟨n_g| = e^{−iH_g t/ħ}.

The remaining sum over m is a trace with the thermal density operator ρ_e of the excited state:

G(t) = Tr[ρ_e e^{iH_e t/ħ} e^{−iH_g t/ħ}].

The final states have been absorbed by completeness. The function G(t) compares the motion of the relaxed lattice on the two surfaces. If the surfaces had the same shape and position, the two exponentials would cancel, G would equal 1 at all times, and A(x) would be δ(x).

Inverting the Fourier transform gives

G(t) = ∫ dx A(x) e^{−ixt/ħ}.

Thus G generates the moments of x through its derivatives at t = 0, which is why it is called a generating function. Since A is real, G(−t) is the complex conjugate of G(t).

Harmonic surfaces have not been used in this part. The trace formula also holds for anharmonic surfaces or for different force constants. Those cases require another way of evaluating the trace.

### (c) The lattice as independent oscillators

Let R_g and R_e be the lists of equilibrium coordinates in the two states, K the common matrix of force constants, and M the diagonal matrix of masses. Reduce the trace to separate oscillators, and express the coupling of each by one number.

**Solution.** For state s, equal to e or g, and apart from a constant,

H_s = Σ_i P_i²/(2M_i) + ½ (R − R_s)ᵀ K (R − R_s).

Use mass-weighted coordinates u_i = √M_i R_i. The force-constant matrix becomes M^{−1/2}KM^{−1/2}. Its orthonormal eigenvectors e_k and eigenvalues ω_k² define the normal coordinates

Q_k = Σ_i e_{k,i} √M_i R_i.

In these coordinates the kinetic energy is ½ΣP_k² and the potential energy is ½Σω_k²(Q_k − Q_k^s)². The displacement of mode k is

ΔQ_k = Q_k^e − Q_k^g = Σ_i e_{k,i} √M_i (R_e − R_g)_i.

Now introduce lowering operators about the two minima:

b_k = √(ω_k/2ħ) (Q_k − Q_k^e) + iP_k/√(2ħω_k),

a_k = √(ω_k/2ħ) (Q_k − Q_k^g) + iP_k/√(2ħω_k).

They differ by a number:

a_k = b_k + α_k, where α_k = √(ω_k/2ħ) ΔQ_k.

Hence H_e = Σħω_k b_k†b_k and H_g = Σħω_k a_k†a_k. The Huang–Rhys factor of the mode is

S_k = α_k² = ω_k ΔQ_k²/(2ħ).

Its meaning follows from a sudden transition at zero temperature. The lattice starts in the state with b_k|0_e⟩ = 0, and the mean number of quanta counted on the ground surface is

⟨0_e|a_k†a_k|0_e⟩ = ⟨0_e|(b_k† + α_k)(b_k + α_k)|0_e⟩ = α_k² = S_k.

The corresponding energy is S_kħω_k = ½ω_k²ΔQ_k². Summed over modes, it is the relaxation energy on the ground surface:

Σ_k S_kħω_k = ½ (R_e − R_g)ᵀ K (R_e − R_g).

First-principles work can obtain S_k in two ways. One relaxes both electronic states and projects R_e − R_g on the modes. The other calculates the forces f on the ground surface at the excited-state geometry. Since f = −K(R_e − R_g), its mass-weighted projection is

f_k = Σ_i e_{k,i} f_i/√M_i = −ω_k² ΔQ_k, so S_k = f_k²/(2ħω_k³).

The two results agree whenever the ground surface is harmonic and the modes are its own. A difference between them points to anharmonicity of that surface or to inaccurate numerical data. Agreement does not show that the excited state has the same force constants, because both routes use only those of the ground state. That assumption needs a separate calculation of the excited-state phonons.

The operators of different modes commute, and ρ_e is a product of one thermal operator for each mode. The trace is therefore a product:

G(t) = Π_k G_k(t).

This step would fail if the modes of e were mixtures of the modes of g.

### (d) One displaced oscillator at temperature T

Evaluate G_k(t). Drop the label k, write θ = ωt, and let n̄ = 1/(e^{ħω/kT} − 1) be the mean thermal number of quanta.

**Solution.** Three operator relations are needed.

The first is a shift. Let D = exp[α(b† − b)]. Differentiating with respect to α gives

d(D†bD)/dα = D†[b, b† − b]D = 1, so D†bD = b + α = a.

Hence H_g = ħω a†a = D†H_eD. With U = exp(−iθb†b), this means e^{−iH_g t/ħ} = D†UD, while e^{iH_e t/ħ} = U†. Therefore

G = ⟨U†D†U D⟩,

where the brackets denote the thermal average in state e.

The second relation is the free motion of b. Since [b†b, b] = −b,

d(U†bU)/dθ = iU†[b†b, b]U = −iU†bU, so U†bU = b e^{−iθ}.

Consequently U†D†U = e^X and D = e^Y, with

X = −α(b†e^{iθ} − b e^{−iθ}), Y = α(b† − b).

The third relation combines exponentials whose commutator is a number. Let F(λ) = e^{λX}e^{λY}. Then

dF/dλ = (X + e^{λX}Ye^{−λX})F = (X + Y + λ[X,Y])F.

The terms in the bracket commute with each other, so integration from λ = 0 to 1 gives

e^X e^Y = e^{X+Y} e^{[X,Y]/2}.

The commutator is

[X,Y] = −α²[b†e^{iθ} − b e^{−iθ}, b† − b]

= −α²(−e^{iθ}[b†,b] − e^{−iθ}[b,b†])

= −α²(e^{iθ} − e^{−iθ}) = −2iS sin θ.

The sum is X + Y = βb† − β*b, with β = α(1 − e^{iθ}) and

|β|² = S(1 − e^{iθ})(1 − e^{−iθ}) = 2S(1 − cos θ).

So far,

G = e^{−iS sin θ} ⟨exp(βb† − β*b)⟩.

For the average, apply the third relation to βb† and −β*b, whose commutator is |β|²:

exp(βb† − β*b) = e^{βb†} e^{−β*b} e^{−|β|²/2}.

Expand both exponentials. A thermal average keeps terms with equal numbers of b† and b:

⟨e^{βb†}e^{−β*b}⟩ = Σ_j (−|β|²)^j ⟨(b†)^j b^j⟩/(j!)².

With z = e^{−ħω/kT}, the level probabilities are p_m = (1 − z)z^m, and

⟨(b†)^j b^j⟩ = (1 − z) Σ_m m(m−1)…(m−j+1) z^m

= (1 − z) z^j d^j/dz^j [1/(1 − z)]

= j! [z/(1 − z)]^j = j! n̄^j.

The sum over j is then exp(−n̄|β|²), and

⟨exp(βb† − β*b)⟩ = exp[−|β|²(n̄ + ½)] = exp[−S(2n̄ + 1)(1 − cos θ)].

The result is

G = exp[−S(2n̄ + 1)(1 − cos ωt) − iS sin ωt].

Writing the cosine and sine as exponentials gives a form in which each term has a meaning:

G = exp{S[(n̄ + 1)(e^{−iωt} − 1) + n̄(e^{iωt} − 1)]}.

A factor e^{−iωt} moves weight to x larger by ħω, so the first term describes the creation of a quantum. Its factor n̄ + 1 contains spontaneous and stimulated creation. The second term describes the removal of a thermal quantum.

At zero temperature n̄ = 0, and an expansion gives

G = e^{−S} Σ_p (S^p/p!) e^{−ipωt}.

The spectrum is then a series of lines at x = pħω with Poisson weights. For S much smaller than 1 the zero-phonon line dominates. For large S most of the weight lies near p = S, where the vertical transition of the classical picture ends.

## II. From many modes to a spectrum

The energy left in the lattice is x = E_ZPL − E, where E is the photon energy. The first half showed that photons per unit energy follow E³A(x), with

A(x) = (1/2πħ) ∫ dt e^{ixt/ħ} G(t).

The surfaces of e and g are harmonic, with common modes of energy ħω_k. Each mode has a Huang–Rhys factor S_k and contributes the factor

exp{S_k[(n_k + 1)(e^{−iω_k t} − 1) + n_k(e^{iω_k t} − 1)]}

to G, where n_k is its thermal occupation in the excited state. The transition dipole is constant, and Σ_k S_kħω_k is the relaxation energy on the ground surface.

### (e) A continuous phonon spectrum

Write G for a continuum of modes. Find the weight of the zero-phonon line and the condition under which such a line exists.

The spectrum has been reduced to a generating function G(t), which for harmonic surfaces with common modes is a product of one known factor per mode. It remains to answer part (e) by taking the continuum of modes and finding the zero-phonon line, and then to treat the moments, the numerical evaluation, an example and the limits of the model.
